# Janak's theorem for no-pair Dirac-Kohn-Sham orbitals and the gold 6s ionisation

## A case with one orbital and two states

Take a real two-dimensional space, with one direction standing for electron states and the other for negative-energy states. One orbital \(\varphi(\theta)=(\cos\theta,\sin\theta)\) has occupation \(n\). Its energy is

\[
E(n,\theta)=n\,t(\theta)+\tfrac12 W n^2a(\theta)^2,\qquad t=\langle\varphi|h_0|\varphi\rangle,\quad a=\langle\varphi|A|\varphi\rangle .
\]

Here \(h_0\) and \(A\) are symmetric matrices, and \(W\) is the strength of a mean-field interaction. The mean-field Hamiltonian is \(h=h_0+WnaA\), with expectation value \(\varepsilon=t+Wna^2\). Differentiating the energy gives

\[
\frac{\partial E}{\partial n}=t+Wna^2=\varepsilon,\qquad
\frac{\partial E}{\partial\theta}=n\,(t_\theta+Wna\,a_\theta)=2n\langle\varphi_\theta|h|\varphi\rangle ,
\]

where a subscript \(\theta\) is a derivative. If the angle depends on the occupation, the chain rule gives

\[
\frac{dE}{dn}=\varepsilon+2n\,\frac{d\theta}{dn}\,\langle\varphi_\theta|h|\varphi\rangle .
\]

A no-pair rule selects the electron direction, and so fixes \(\theta\). The last term vanishes if that direction does not depend on \(n\). It also vanishes if \(\varphi\) is an eigenvector of \(h\), because \(\varphi_\theta\) is orthogonal to \(\varphi\). If the direction moves with \(n\) and is not an eigenvector, the term generally survives. The general theorem has the same three cases.

## Energy, projector and conventions

I use hartree atomic units and subtract the rest energy, so \(h_D=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+v_{\rm nuc}\). Orthonormal four-spinors \(\varphi_j\) have occupations \(0\le n_j\le1\), and

\[
E=\sum_j n_j\langle\varphi_j|h_D|\varphi_j\rangle+J[\rho]+E_{\rm xc}[\rho],\qquad \rho=\sum_j n_j\varphi_j^\dagger\varphi_j ,
\]

where \(J\) is the Hartree energy. The functional derivatives of \(J\) and \(E_{\rm xc}\) are \(v_H\) and \(v_{\rm xc}\), and \(h=h_D+v_H+v_{\rm xc}\).

The orbitals lie in the range of a projector \(\Lambda\), so \(\Lambda\varphi_j=\varphi_j\). At fixed occupations, \(E\) is stationary under orthonormal rotations within that range. A prime denotes the derivative with respect to one chosen occupation \(n_i\), with the other occupations held fixed and all orbitals relaxing. The result to be derived is

\[
\boxed{\;\frac{dE}{dn_i}=\varepsilon_i+2\,{\rm Re}\sum_j n_j\langle\varphi_j|h\Lambda'|\varphi_j\rangle\;}
\]

where \(\Lambda h\Lambda\varphi_i=\varepsilon_i\varphi_i\). Janak's theorem, \(dE/dn_i=\varepsilon_i\), follows in two cases:

- \(\Lambda\) is fixed, independent of the occupations.
- \(\Lambda\) projects onto the states of the self-consistent \(h\) above the gap that separates the two branches of its spectrum.

Both derivations assume a differentiable density functional and a solution branch that is differentiable in \(n_i\). In the second case the gap must stay open, so that \(\Lambda\) is differentiable too. At \(n_i=0\) or \(1\) the derivative is one-sided. The operator algebra is carried out in a finite basis, where traces may be permuted cyclically.

## First derivation: response of the orbitals

**Orbital equation.** For varied orbitals at fixed occupations, \(\delta\rho=\sum_jn_j\,2{\rm Re}(\delta\varphi_j^\dagger\varphi_j)\). The potential terms combine with the variation of \(h_D\) to give

\[
\delta E=2\,{\rm Re}\sum_jn_j\langle\delta\varphi_j|h|\varphi_j\rangle .
\]

The factor 2 comes from varying both the bra and the ket. Now rotate two orbitals of the range into each other: \(\delta\varphi_k=\eta\varphi_a\), \(\delta\varphi_a=-\eta^*\varphi_k\). This preserves orthonormality to first order. With \(h_{ak}=\langle\varphi_a|h|\varphi_k\rangle\),

\[
\delta E=2\,{\rm Re}\left[n_k\eta^*h_{ak}-n_a\eta h_{ka}\right]
=2\,{\rm Re}\left[\eta^*(n_k-n_a)h_{ak}\right],
\]

because \(\eta h_{ka}\) is the complex conjugate of \(\eta^*h_{ak}\). Since \(\eta\) is arbitrary, \(h_{ak}=0\) whenever \(n_a\neq n_k\). Orbitals with equal occupations may be mixed among themselves without changing \(\rho\) or \(E\), so \(h\) can be diagonalised within each such group. Therefore

\[
\Lambda h\Lambda\varphi_j=\varepsilon_j\varphi_j .
\]

If \(n_i\) starts equal to another occupation, the solution with \(n_i\) changed has \(h_{ik}=0\) for all \(k\neq i\), so by continuity its limit \(\varphi_i\) is an eigenvector of \(\Lambda h\Lambda\). When eigenvalues within the group coincide, the diagonal choice is not unique, and \(\varphi_i\) means the eigenvector that the branch approaches.

**Derivative of the energy.** Changing \(n_i\) changes \(E\) directly and through the orbitals:

\[
\frac{dE}{dn_i}=\langle\varphi_i|h|\varphi_i\rangle+2\,{\rm Re}\sum_jn_j\langle\varphi_j|h|\varphi_j'\rangle .
\]

The first term contains \(h\), not \(h_D\), because the direct change of density, \(\varphi_i^\dagger\varphi_i\), also changes \(J+E_{\rm xc}\). It equals \(\varepsilon_i\).

For the second term, differentiate \(\varphi_j=\Lambda\varphi_j\):

\[
\varphi_j'=\Lambda'\varphi_j+\Lambda\varphi_j' .
\]

The adjoint of the orbital equation is \(\langle\varphi_j|h\Lambda=\varepsilon_j\langle\varphi_j|\). Hence

\[
2\,{\rm Re}\langle\varphi_j|h\Lambda|\varphi_j'\rangle
=\varepsilon_j\,2\,{\rm Re}\langle\varphi_j|\varphi_j'\rangle
=\varepsilon_j\frac{d}{dn_i}\langle\varphi_j|\varphi_j\rangle=0 .
\]

What remains is the term with \(\Lambda'\), which gives the boxed formula. Relaxation inside the allowed space has no first-order effect; motion of the allowed space itself can have one.

**The two Janak cases.** For a fixed projector, \(\Lambda'=0\). For the self-consistent projector, \(h\) commutes with \(\Lambda\), so \(h\varphi_j=\varepsilon_j\varphi_j\) without projection and

\[
\langle\varphi_j|h\Lambda'|\varphi_j\rangle=\varepsilon_j\langle\varphi_j|\Lambda'|\varphi_j\rangle
=\varepsilon_j\langle\varphi_j|\Lambda\Lambda'\Lambda|\varphi_j\rangle .
\]

Differentiating \(\Lambda^2=\Lambda\) gives \(\Lambda'\Lambda+\Lambda\Lambda'=\Lambda'\). Multiplying by \(\Lambda\) on both sides gives \(2\Lambda\Lambda'\Lambda=\Lambda\Lambda'\Lambda\), so \(\Lambda\Lambda'\Lambda=0\). The extra term vanishes although the projector moves.

## Second derivation: transport of the density matrix

Write \(\gamma=\sum_jn_jP_j\) with \(P_j=|\varphi_j\rangle\langle\varphi_j|\). Since \(\rho\) is linear in \(\gamma\), every first-order change obeys \(\delta E={\rm Tr}(h\,\delta\gamma)\).

**Stationarity as a commutator.** A rotation within the range is generated by an anti-Hermitian \(M\) that commutes with \(\Lambda\), and \(\delta\gamma=[M,\gamma]\). Because \(\gamma=\Lambda\gamma\Lambda\), this change also lies within the range, and \(h\) may be replaced by \(h_\Lambda=\Lambda h\Lambda\):

\[
\delta E={\rm Tr}(h_\Lambda[M,\gamma])={\rm Tr}(M[\gamma,h_\Lambda]) .
\]

The commutator \([\gamma,h_\Lambda]\) is itself anti-Hermitian and acts within the range, so it is an allowed choice of \(M\). For that choice \(\delta E\) is minus the squared norm of the commutator. Stationarity therefore requires \([\gamma,h_\Lambda]=0\).

**Changing the occupation.** Let a differentiable unitary \(U\) carry an orthonormal basis of the whole one-particle space, one that contains the orbitals \(\varphi_j\), along the branch, taking the range of \(\Lambda\) into itself as it moves. Define \(K=U'U^\dagger\), which is anti-Hermitian because \(UU^\dagger=1\). The product rule gives

\[
\gamma'=P_i+[K,\gamma],\qquad \Lambda'=[K,\Lambda].
\]

The term \(P_i\) is the direct change of occupation. It contributes \({\rm Tr}(hP_i)=\varepsilon_i\), with \(\varphi_i\) chosen as an eigenvector of \(h_\Lambda\).

For the self-consistent projector the proof now ends quickly. Since \(h\) commutes with \(\Lambda\), \(h\gamma=h_\Lambda\gamma\) and \(\gamma h=\gamma h_\Lambda\). Thus \([\gamma,h]=0\), and \({\rm Tr}(h[K,\gamma])={\rm Tr}(K[\gamma,h])=0\).

For a general projector, separate the motion of the range by setting \(K_0=[\Lambda',\Lambda]\). Using \(\Lambda\Lambda'\Lambda=0\),

\[
K_0\Lambda=\Lambda'\Lambda,\qquad \Lambda K_0=-\Lambda\Lambda',\qquad
[K_0,\Lambda]=\Lambda'\Lambda+\Lambda\Lambda'=\Lambda' .
\]

So \(M=K-K_0\) commutes with \(\Lambda\). It is a rotation of the kind already considered and contributes zero. For the remaining part, \(\gamma=\Lambda\gamma=\gamma\Lambda\) gives

\[
K_0\gamma=\Lambda'\gamma,\qquad \gamma K_0=-\gamma\Lambda',\qquad [K_0,\gamma]=\Lambda'\gamma+\gamma\Lambda' .
\]

The two resulting traces are complex conjugates, hence

\[
{\rm Tr}(h[K_0,\gamma])=2\,{\rm Re}\,{\rm Tr}(h\Lambda'\gamma)
=2\,{\rm Re}\sum_jn_j\langle\varphi_j|h\Lambda'|\varphi_j\rangle ,
\]

which is again the boxed formula. For fixed \(\Lambda\) it is zero.

## What the derivations assume

Both need a density that is linear in \(\gamma\), a differentiable functional, and a stationary, differentiable branch. A jump to another self-consistent solution, or a kink in the functional, invalidates either one at that point.

They differ in what must be followed along the branch. The first follows each occupied canonical orbital and uses its eigenvalue equation and its norm. It needs no information about how the empty orbitals move. The second follows a complete orthonormal frame, but orbitals with equal occupations need not be canonical within their group, except for \(\varphi_i\). It uses the commutator in place of separate orbital equations.

Neither derivation assumes that \(E\) is a minimum. To see why this matters, rotate \(\varphi_i\) by a small angle \(\vartheta\) towards an unoccupied eigenstate \(\chi\) of the self-consistent \(h\), with eigenvalue \(\varepsilon_\chi\). At frozen \(h\),

\[
\Delta E\simeq n_i\vartheta^2(\varepsilon_\chi-\varepsilon_i).
\]

The response of the potential adds another term of order \(\vartheta^2\). For \(\chi\) in the negative-energy branch, \(\varepsilon_\chi<\varepsilon_i\) and the frozen term is negative. If \(\chi\) lies near the top of that branch, at about \(-2c^2\), and \(|\varepsilon_i|\ll c^2\), the term is close to \(-2c^2n_i\vartheta^2\); deeper states give a larger drop. The energy falls if this term dominates. The no-pair restriction excludes such rotations.

## From the theorem to an ionisation energy

In a spherical atom, spread a shell occupation \(q\) evenly over its \(2|\kappa|\) magnetic substates, where \(\kappa\) is the Dirac angular quantum number. Each occupation is \(q/(2|\kappa|)\), and all substates have the same \(\varepsilon\). The chain rule gives

\[
\frac{dE}{dq}=2|\kappa|\,\frac{\varepsilon}{2|\kappa|}=\varepsilon .
\]

For the gold 6s shell, \(q=1\) is the neutral atom and \(q=0\) the cation. The ionisation energy is

\[
I=E(0)-E(1)=-\int_0^1\varepsilon(q)\,dq .
\]

Expand \(\varepsilon\) about \(q=\tfrac12\) and integrate over a centred window of width \(L\). The linear term cancels by symmetry, and \(\int_{-L/2}^{L/2}\tfrac12x^2dx=L^3/24\). To leading order beyond the midpoint value,

\[
E\!\left(\tfrac{1-L}{2}\right)-E\!\left(\tfrac{1+L}{2}\right)\simeq-L\,\varepsilon(\tfrac12)-\frac{L^3}{24}\,\varepsilon''(\tfrac12),
\]

where the primes on \(\varepsilon\) are derivatives with respect to \(q\). For \(L=1\) the first term is Slater's transition-state estimate, \(-\varepsilon(\tfrac12)\). It includes orbital relaxation through the self-consistent state with \(q=\tfrac12\). A linear \(\varepsilon(q)\) would make it exact within the chosen functional.

## A radial gold atom

The model is a spherical Dirac-Coulomb atom with a spin-unpolarised local density functional: Dirac exchange and Perdew-Wang correlation. The nucleus is a uniform sphere with a chosen radius of 7.0 fm. Spin polarisation, the Breit interaction, radiative corrections and relativistic corrections to exchange-correlation are left out. The energies below are therefore values for this model; their last digits serve internal comparisons. The radial functions are confined to a box of radius 30 bohr. A finer basis shifts the 6s level at \(q=\tfrac12\) by \(1.6\times10^{-6}\) hartree. It raises the total energies by about \(4\times10^{-5}\) hartree and lowers the ionisation energy by about \(2\times10^{-6}\) hartree. Enlarging the box to 50 bohr leaves the total energies and the 1s and 6s levels unchanged to the digits shown.

**The derivative.** At \(q=\tfrac12\), a central difference of total energies with step \(s=0.02\) gives \(-0.358004\) hartree, and \(\varepsilon=-0.358002\) hartree. The unrounded difference is \(-1.9\times10^{-6}\) hartree. A central difference has the leading error \(s^2E'''/6=s^2\varepsilon''/6\). The second difference of the eigenvalues at \(q=0.25,\ 0.5,\ 0.75\), divided by \((0.25)^2\), gives \(\varepsilon''=-0.03015\) hartree, and the error is

\[
\frac{(0.02)^2(-0.03015)}{6}=-2.0\times10^{-6}\ \text{hartree},
\]

which agrees with the difference to about \(10^{-7}\) hartree. The theorem was also tested for 1s, at \(q_{1s}=1.5\) with one 6s electron: the slope is \(-2982.3052\) hartree and the eigenvalue \(-2982.3053\) hartree.

**The projector.** With the fixed projector of the bare-nucleus Dirac operator, the 6s slope and eigenvalue are \(-0.358005\) and \(-0.358003\) hartree. The total energy is 0.018443 hartree below the self-consistent-projector value, so the choice of projector affects the energy even though Janak's theorem holds for both.

Next, the nuclear field that defines the projector is multiplied by \(1-0.05(q-\tfrac12)\). At \(q=\tfrac12\) the projector and \(\varepsilon\) are unchanged, but \(\Lambda'\neq0\). The extra term is 0.085229 hartree, and

\[
-0.358003+0.085229=-0.272774\ \text{hartree}.
\]

The energy difference quotient gives \(-0.272776\) hartree. Janak's theorem fails here by about 24% of \(|\varepsilon|\), while the general formula holds.

**The stationary point.** The highest negative-energy s level, a continuum state discretised by the box and the basis, is at \(-37557.76\) hartree; in a box of 50 bohr it moves to \(-37557.74\) hartree. At \(q=\tfrac12\) each of the two 6s substates has \(n_i=\tfrac14\). Rotating both by the same angle gives the factor \(2\times\tfrac14=\tfrac12\), and the frozen-\(h\) formula predicts

\[
\frac{\Delta E}{\vartheta^2}=\tfrac12(-37557.76+0.36)=-18778.70\ \text{hartree/rad}^2 .
\]

The full functional gives \(-18778.69\) hartree/rad² at \(\vartheta=10^{-3}\) rad. The small gap comes almost entirely from replacing \(\sin^2\vartheta\) by \(\vartheta^2\), which accounts for 0.006 hartree/rad². The potential response is only about \(5\times10^{-4}\) hartree/rad², negligible for this partner. A rotation by 0.05 rad towards 7s instead raises the energy, by \(3.84\times10^{-4}\) hartree on average over the two signs of the angle. These are tests of two directions, not of every possible rotation.

**The ionisation energy.** The total energies give

\[
I=-19032.905574+19033.264835=0.359261\ \text{hartree}=9.776\ \text{eV}.
\]

Numerical integration of \(-\varepsilon(q)\) gives 0.359260 hartree. The transition state gives 0.358002 hartree, or 9.742 eV, which is 0.034 eV below the total-energy difference, a relative error of about 0.35%.

The endpoint eigenvalues are much poorer estimates: \(-\varepsilon(1)=6.093\) eV and \(-\varepsilon(0)=13.596\) eV. They miss \(I\) by \(-3.68\) and \(+3.82\) eV. These errors nearly cancel at the midpoint because \(\varepsilon(q)\) is close to linear in this model.

The remaining error follows from the curvature. On the window from \(q=0.25\) to \(0.75\), the predicted midpoint error is

\[
-\frac{(0.5)^3(-0.03015)}{24}=1.570\times10^{-4}\ \text{hartree},
\]

and the total energies give the same value to the digits shown. Because \(\varepsilon''\) was taken from the eigenvalues at the ends and the centre of this window, adding this prediction to the midpoint value \(-\tfrac12\varepsilon(\tfrac12)\) gives Simpson's rule for the integral of \(-\varepsilon\) over it. On the full interval, \(-\varepsilon''/24=0.00126\) hartree, or 0.034 eV, which matches the shortfall of the transition-state estimate. The numerical check computes the energies and eigenvalues separately, so this agreement is not built in.

## Calculated quantities

```
speed of light                        137.035999 a.u.
nuclear charge                        79 e
nuclear sphere radius                 7.0 fm
outer radius of the box               30.0 bohr
worst relative error, point nucleus   4.8e-08
6s level shift in finer basis         1.6e-06 hartree
E, q6s = 1                            -19033.264835 hartree
E, q6s = 1/2                          -19033.119713 hartree
E, q6s = 0                            -19032.905574 hartree
eps 6s at q6s = 1                     -0.223925 hartree
eps 6s at q6s = 0.75                  -0.289884 hartree
eps 6s at q6s = 0.5                   -0.358002 hartree
eps 6s at q6s = 0.25                  -0.428005 hartree
eps 6s at q6s = 0                     -0.499643 hartree
occupation step in differences        0.02 electrons
dE/dq 6s at 1/2, self-consistent      -0.358004 hartree
dE/dq minus eps, 6s                   -1.9e-06 hartree
dE/dq 1s at q1s = 1.5, q6s = 1        -2982.3052 hartree
eps 1s at q1s = 1.5, q6s = 1          -2982.3053 hartree
fixed projector: dE/dq 6s             -0.358005 hartree
fixed projector: eps 6s               -0.358003 hartree
E fixed minus E self-consistent       -0.018443 hartree
moving projector: field scaling rate  0.05 per electron
moving projector: dE/dq 6s            -0.272776 hartree
moving projector: extra term          0.085229 hartree
moving projector: eps + extra         -0.272774 hartree
highest negative-energy s level       -37557.76 hartree
rotation to it: slope at zero angle   0.0e+00 hartree/rad
rotation to it: dE/angle^2, computed  -18778.69 hartree/rad^2
rotation to it: dE/angle^2, formula   -18778.70 hartree/rad^2
angle of rotation to 7s               0.05 rad
mean energy rise, rotation to 7s      3.84e-04 hartree
ionisation energy E(0)-E(1)           0.359261 hartree
ionisation energy E(0)-E(1)           9.7760 eV
minus integral of eps over q          0.359260 hartree
Slater transition state -eps(1/2)     0.358002 hartree
Slater transition state -eps(1/2)     9.7417 eV
Slater estimate minus E(0)-E(1)       -0.0342 eV
-eps(1), neutral atom                 6.0933 eV
-eps(0), cation                       13.5960 eV
second derivative of eps at 1/2       -0.03015 hartree
correction -eps''/24, full interval   0.0342 eV
window 0.25-0.75: midpoint error      1.570e-04 hartree
window 0.25-0.75: cubic law           1.570e-04 hartree
```
